# Rotational Dispersion Between Ground-State Polar Molecules, and When It Dominates

## The missing part of the long-range attraction

Suppose the long-range attraction between two NaK molecules in their lowest rotational state is taken from electronic dispersion alone, as for two atoms. The computation below then gives $C_6\approx7.2\times10^3\,E_h a_0^6$. With the rotational motion included, the same computation gives $7.9\times10^5\,E_ha_0^6$, larger by a factor of 109. The error carries over to collisions near threshold. The distance at which $C_6/R^6$ equals a kinetic energy of order $\hbar^2/(2mR^2)$, with $m$ the reduced mass of the colliding pair, scales as $C_6^{1/4}$, so it would be too short by a factor of about 3.2 with these computed values, and about 2.9 with the measured dipole and rotational constant quoted below.

The omission is tempting because a molecule with $J=0$ has no average dipole in the laboratory. Its dipole does fluctuate in direction, however, and the fluctuations of two molecules become correlated.

## Model and first order

Take two identical closed-shell linear molecules in their vibronic ground states, with no external field. Atomic units are used, so $\hbar=4\pi\varepsilon_0=1$. Each molecule has a dipole of fixed length $\mu$ along a unit vector $\mathbf n_i$, and a rotational constant $B$, which is an energy. The separation $R$ is held fixed, so the result is an adiabatic potential. It applies when the relative motion is slow compared with the rotation. With $z$ along the line of centres,

$$H=B(\mathbf J_1^2+\mathbf J_2^2)+\frac{\mu^2}{R^3}W, \tag{1}$$

$$W=\mathbf n_1\!\cdot\mathbf n_2-3n_{1z}n_{2z}=\sum_i t_i\,n_{1i}n_{2i},\qquad t=(1,1,-2). \tag{2}$$

Higher multipoles and charge overlap are left out, which requires large $R$.

Without interaction the ground state $|0\rangle$ has $J_1=J_2=0$. Its wavefunction is constant over both spheres, so expectation values in it are averages over independent, uniformly distributed directions. By symmetry $\langle n_i\rangle=0$, hence $\langle W\rangle=0$, and there is no first-order energy. Isotropy also requires $\langle n_in_j\rangle$ to be proportional to $\delta_{ij}$, and the trace $\langle\mathbf n\cdot\mathbf n\rangle=1$ fixes the factor:

$$\langle n_in_j\rangle=\tfrac13\delta_{ij}. \tag{3}$$

## Second order

The components of $\mathbf n$ are combinations of the spherical harmonics with $J=1$. Acting on the constant function $|0\rangle$, $W$ therefore produces a state with $J_1=J_2=1$ and no other component. Each rotor then has energy $BJ(J+1)=2B$, so every intermediate state lies $4B$ above the ground state. The common denominator can be taken out of the perturbation sum, and completeness does the rest:

$$E_2=-\frac{\mu^4}{R^6}\sum_{k\ne0}\frac{|\langle k|W|0\rangle|^2}{4B}
=-\frac{\mu^4}{R^6}\frac{\langle W^2\rangle}{4B}. \tag{4}$$

No average excitation energy has been assumed here. From (2) and (3),

$$\langle W^2\rangle=\sum_{ij}t_it_j\langle n_{1i}n_{1j}\rangle\langle n_{2i}n_{2j}\rangle
=\frac19\sum_i t_i^2=\frac{1+1+4}{9}=\frac23. \tag{5}$$

Therefore

$$E_2=-\frac{C_6^{\rm rot}}{R^6},\qquad \boxed{C_6^{\rm rot}=\frac{\mu^4}{6B}}. \tag{6}$$

In SI units each factor $\mu^2$ is accompanied by $1/(4\pi\varepsilon_0)$, so $C_6^{\rm rot}=\mu^4/[6B(4\pi\varepsilon_0)^2]$, with $B$ still an energy.

The first-order state shows where the attraction comes from. Define

$$x=\frac{\mu^2}{BR^3}. \tag{7}$$

Then $|\psi\rangle\approx|0\rangle-(x/4)W|0\rangle$, and to first order in $x$

$$\langle n_{1i}n_{2i}\rangle_\psi=-\frac{x}{2}\langle n_{1i}n_{2i}W\rangle=-\frac{x\,t_i}{18}. \tag{8}$$

The correlation is $+x/9$ along $z$ and $-x/18$ along each of $x$ and $y$. The dipoles favour parallel alignment along the line of centres and antiparallel alignment across it. The average of each dipole stays zero, because $H$ is unchanged when both $\mathbf n_1$ and $\mathbf n_2$ are reversed, and the ground state is even under that reversal.

The energy balance follows from (8). The interaction contributes $Bx\sum_it_i\langle n_{1i}n_{2i}\rangle_\psi=-Bx^2(6/18)=-Bx^2/3$. The admixed rotation costs $4B(x/4)^2(2/3)=+Bx^2/6$. Their sum is $-Bx^2/6$, which is (6) again.

## How close the molecules may come

The dimensionless coupling $x$ equals one at

$$R_B=(\mu^2/B)^{1/3}. \tag{9}$$

Reversing $\mathbf n_1$ alone changes the sign of $W$ and leaves the rotational energy unchanged. The ground-state energy is therefore even in $x$, and the next correction is of fourth order. Let $\Delta_k$ be unperturbed excitation energies in units of $B$. With $\langle W\rangle=0$, fourth-order perturbation theory gives

$$\frac{E_4}{Bx^4}=-\sum_{k,l,m\ne0}\frac{W_{0k}W_{kl}W_{lm}W_{m0}}{\Delta_k\Delta_l\Delta_m}
+\frac16\sum_{k\ne0}\frac{|W_{k0}|^2}{\Delta_k^2}. \tag{10}$$

The factor $1/6$ is minus the second-order coefficient. States $k$ and $m$ are reached directly from $|0\rangle$, so $\Delta_k=\Delta_m=4$. Let $P_l$ be the squared norm of the part of $W^2|0\rangle$ in level $l$. Then

$$\frac{E_4}{Bx^4}=-\frac1{16}\sum_{l\ne0}\frac{P_l}{\Delta_l}+\frac16\cdot\frac{2/3}{16}. \tag{11}$$

To find $P_l$, write $W=\mathbf a\cdot\mathbf n_2$ with $a_i=t_in_{1i}$. With $c=n_{1z}$,

$$|\mathbf a|^2=n_{1x}^2+n_{1y}^2+4n_{1z}^2=1+3c^2. \tag{12}$$

Averaging $W^2$ over $\mathbf n_2$ selects its $J_2=0$ part, $|\mathbf a|^2/3=\tfrac13+c^2$. This has mean $\tfrac23$, so the part returning to $|0\rangle$ has squared norm $\tfrac49$. The remainder, $c^2-\tfrac13$, has $J_1=2$, and

$$P_{20}=\langle c^4\rangle-\langle c^2\rangle^2=\frac15-\frac19=\frac4{45}=P_{02}. \tag{13}$$

The total squared norm follows from $\langle(\mathbf a\cdot\mathbf n_2)^4\rangle_{\mathbf n_2}=|\mathbf a|^4/5$:

$$\langle W^4\rangle=\frac15\langle1+6c^2+9c^4\rangle=\frac15\left(1+2+\frac95\right)=\frac{24}{25}. \tag{14}$$

Since $W^2$ is quadratic in each unit vector, the only other level is $J_1=J_2=2$, with

$$P_{22}=\frac{24}{25}-\frac49-\frac8{45}=\frac{76}{225}. \tag{15}$$

The excitation energies are 6 for $(2,0)$ and $(0,2)$, and 12 for $(2,2)$. Thus

$$\sum_{l\ne0}\frac{P_l}{\Delta_l}=\frac{8/45}{6}+\frac{76/225}{12}=\frac{13}{225},\qquad
\frac{E_4}{Bx^4}=-\frac{13}{3600}+\frac{25}{3600}=\frac1{300}. \tag{16}$$

Collecting the two orders,

$$\frac EB=-\frac{x^2}{6}+\frac{x^4}{300}+\dots=-\frac{x^2}{6}\left(1-\frac{x^2}{50}+\dots\right). \tag{17}$$

Diagonalizing (1) in a basis of rotor states gives 0.166666 for the first coefficient and 0.003331 for the second, as the numerical output shows. At $R=R_B$, (17) predicts that the energy is 0.98 of the $R^{-6}$ law, and diagonalization gives 0.981. At $x=5$, or $R=0.585R_B$, the ratio is 0.765, whereas the two terms of (17) would give 0.5. There the expansion itself is no longer useful.

The opposite limit, $x\gg1$, explains the weakening. From (12), $W\ge-|\mathbf a|\ge-2$, and the minimum is reached when both dipoles point the same way along $z$. Let $\xi_i,\eta_i$ be small transverse components of $\mathbf n_i$. Using $n_{iz}\approx1-(\xi_i^2+\eta_i^2)/2$,

$$W\approx-2+\xi_1^2+\xi_2^2+\xi_1\xi_2+\eta_1^2+\eta_2^2+\eta_1\eta_2. \tag{18}$$

In the coordinates $(\xi_1\pm\xi_2)/\sqrt2$ the quadratic form is diagonal, with coefficients $1\pm\tfrac12$. The same holds for $\eta$. For small deflections the sphere is locally flat, so $\mathbf J_i^2\approx p_{\xi_i}^2+p_{\eta_i}^2$, with $p$ the momenta conjugate to $\xi_i,\eta_i$. This form is unchanged by the rotation of coordinates, and $H/B+2x$ becomes a sum of four independent oscillators, two with $k=\tfrac32$ and two with $k=\tfrac12$. An oscillator $p^2+xkq^2$ has ground energy $\sqrt{xk}$, so

$$\frac EB\approx-2x+2\sqrt x\left(\sqrt{3/2}+\sqrt{1/2}\right)=-2x+3.86\sqrt x. \tag{19}$$

The leading term is $-2\mu^2/R^3$, the energy of two aligned dipoles. The attraction thus passes from $R^{-6}$ towards $R^{-3}$ as the rotation becomes hindered. At $x=20$, (19) gives $-22.7$. The diagonalized value is $0.3643\times(-400/6)=-24.3$. The two differ by 1.6, about 6% of the diagonalized value. Equation (19) omits terms of order $x^0$ and smaller, which are not evaluated here.

## Adding the electrons

To compare rotation with electronic motion, both must enter the same second-order sum. Let level $a$ of one free molecule lie $\omega_a$ above its ground state, and let $D_a$ be the sum of $|\langle a|\mathbf d|0\rangle|^2$ over the components of the dipole operator $\mathbf d$ and over the degenerate states of that level. Because the total initial state has $J=0$, one third of $D_a$ belongs to each direction. The sum over directions is the one in (5), so

$$C_6=\frac23\sum_{ab}\frac{D_aD_b}{\omega_a+\omega_b}. \tag{20}$$

The mean polarizability at imaginary frequency is

$$\alpha(i\omega)=\frac23\sum_a\frac{\omega_aD_a}{\omega_a^2+\omega^2}. \tag{21}$$

For positive $p$ and $q$, partial fractions give

$$\int_0^\infty\!\frac{d\omega}{(p^2+\omega^2)(q^2+\omega^2)}
=\frac{\pi}{2(q^2-p^2)}\left(\frac1p-\frac1q\right)=\frac{\pi}{2pq(p+q)}, \tag{22}$$

with the case $p=q$ following by continuity. Solving (22) for $1/(p+q)$ and inserting it in (20) yields

$$C_6=\frac23\cdot\frac2\pi\cdot\frac94\int_0^\infty\alpha(i\omega)^2d\omega
=\frac3\pi\int_0^\infty\alpha(i\omega)^2d\omega. \tag{23}$$

The factor $9/4$ compensates for the two factors $2/3$ in $\alpha^2$.

For pure rotation there is one level, with $\omega_a=2B$ and $D_a=\mu^2\langle\mathbf n\cdot\mathbf n\rangle=\mu^2$. Hence

$$\alpha_{\rm rot}(i\omega)=\frac23\,\frac{2B\mu^2}{(2B)^2+\omega^2},\qquad \alpha_{\rm rot}(0)=\frac{\mu^2}{3B}. \tag{24}$$

Equation (20) then gives $(2/3)\mu^4/(4B)=\mu^4/(6B)$, in agreement with (6).

For electronic excitations, the rotational energies in the excited electronic states are neglected beside the electronic energies. The sum over final rotational states then leaves the orientation-averaged electronic polarizability $\alpha_{\rm el}$. Vibrational excitation is left out. With $\alpha=\alpha_{\rm rot}+\alpha_{\rm el}$, the square in (23) has three parts:

$$C_6=C_6^{\rm rot}+C_6^{\rm ind}+C_6^{\rm el}. \tag{25}$$

The mixed part has one molecule rotationally excited and the other electronically excited. Since $2B\ll\omega_b$,

$$C_6^{\rm ind}=2\cdot\frac23\sum_b\frac{\mu^2D_b}{2B+\omega_b}\approx2\mu^2\cdot\frac23\sum_b\frac{D_b}{\omega_b}=2\mu^2\alpha_{\rm el}(0). \tag{26}$$

This is the induction energy. By (12), the mean squared field of a freely rotating dipole is $\mu^2\langle1+3c^2\rangle/R^6=2\mu^2/R^6$. Each molecule therefore gains $-\tfrac12\alpha_{\rm el}(0)\,2\mu^2/R^6$, and there are two molecules.

## What decides which part is larger

The ratio of interest can be written with a crossover dipole $\mu_\times$:

$$\frac{C_6^{\rm rot}}{C_6^{\rm el}}=\frac{\mu^4}{6BC_6^{\rm el}}=\left(\frac{\mu}{\mu_\times}\right)^4,\qquad \mu_\times=(6BC_6^{\rm el})^{1/4}. \tag{27}$$

A small $B$ favours rotation, but a polar molecule with $\mu<\mu_\times$ still has the larger electronic part. Dominance by orders of magnitude is therefore a property of particular molecules.

An effective electronic excitation energy $\Omega$, defined by $C_6^{\rm el}=\tfrac34\alpha_{\rm el}(0)^2\Omega$, makes the competition visible. From (24), the rotational part has the same form with $\Omega$ replaced by $2B$, since $\tfrac34(\mu^2/3B)^2(2B)=\mu^4/(6B)$. Thus

$$\frac{C_6^{\rm rot}}{C_6^{\rm el}}=\left[\frac{\alpha_{\rm rot}(0)}{\alpha_{\rm el}(0)}\right]^2\frac{2B}{\Omega}. \tag{28}$$

Slow rotation makes the molecule easy to orient, which enters squared. It also lowers the characteristic frequency, which enters once in the other direction.

## NaK and RbCs

The equilibrium distance and dipole are computed with the PBE0 functional in the def2-TZVPP basis, with effective core potentials on Rb and Cs. The distance and standard atomic masses give $B$. Time-dependent Hartree–Fock theory at the same distance gives $\alpha_{\rm el}$ and $C_6^{\rm el}$.

For NaK, $\mu=1.186\,ea_0$ (3.01 D) and $B=4.209\times10^{-7}E_h$ (0.0924 cm$^{-1}$). In atomic units,

$$C_6^{\rm rot}=\frac{(1.1859)^4}{6(4.2091\times10^{-7})}=\frac{1.978}{2.525\times10^{-6}}=7.83\times10^5. \tag{29}$$

With $\alpha_{\rm el}(0)=354.6\,a_0^3$, the induction part is $2(1.1859)^2(354.6)=997$, and $C_6^{\rm el}=7.24\times10^3$. The ratio of rotational to electronic parts is 108, or two orders of magnitude.

Equation (28) shows how this arises. The static rotational polarizability is $1.114\times10^6\,a_0^3$, about 3140 times the electronic one. Squaring gives $9.9\times10^6$. The definition of $\Omega$ gives $0.0768\,E_h$, so $2B/\Omega=1.10\times10^{-5}$, and the product is again 108.

For RbCs, $\mu=0.5265\,ea_0$ (1.34 D) and $B=7.215\times10^{-8}E_h$ (0.0158 cm$^{-1}$), so

$$C_6^{\rm rot}=\frac{(0.5265)^4}{6(7.2145\times10^{-8})}=\frac{0.0768}{4.329\times10^{-7}}=1.78\times10^5. \tag{30}$$

Here $C_6^{\rm ind}=425$ and $C_6^{\rm el}=2.47\times10^4$, all in $E_ha_0^6$. Rotation is still the largest part, but the ratio is 7.2, somewhat less than one order of magnitude. At this level of theory, the statement that rotation wins by orders of magnitude holds for NaK and does not hold for RbCs.

The ratio for NaK is 15 times that for RbCs, and (27) separates the causes. The dipoles contribute $(1.1859/0.5265)^4=25.7$ in favour of NaK. Its larger $B$ contributes a factor 0.171, and its smaller $C_6^{\rm el}$ a factor 3.41. The product is 15. The crossover dipoles are 0.93 D for NaK and 0.82 D for RbCs. With its $B$ and $C_6^{\rm el}$ unchanged, RbCs would need a dipole of 2.6 D to reach a ratio of 100.

The fourth power also amplifies errors: a small relative error in $\mu$ becomes four times as large in $C_6^{\rm rot}$. Replacing the PBE0 dipoles by the Hartree–Fock values, 3.56 D and 1.77 D, raises the ratios to 211 and 22. The order of magnitude for RbCs thus depends on the quality of the dipole. The measured dipoles, about 2.72 D for NaK and 1.23 D for RbCs, lie below the PBE0 values. With them and the measured rotational constants (0.094 and 0.0164 cm$^{-1}$), $C_6^{\rm rot}$ falls by about a third, to $5.1\times10^5$ and $1.2\times10^5$, and the ratios to the computed $C_6^{\rm el}$ become about 70 and 5. These values are computed estimates. They omit vibrational averaging and electron correlation in the response beyond time-dependent Hartree–Fock, and the basis has no added diffuse functions, to which polarizabilities are sensitive. The ratios should therefore be read as orders of magnitude, not as accurate to three digits.

The lengths $R_B$ are about 150 $a_0$ for NaK and 157 $a_0$ for RbCs. At $2R_B$, $x=1/8$, and (17) puts the relative correction from higher orders in $x$ at $3\times10^{-4}$. This is not the total error of the $R^{-6}$ law, because (1) contains no quadrupoles. A permanent quadrupole $\Theta$ adds a second-order dipole–quadrupole term $-\mu^2\Theta^2/(4BR^8)$, through levels with $J=1$ and $J=2$ lying $8B$ above the ground state. Relative to (6) this is $3\Theta^2/(2\mu^2R^2)$. With the PBE0 values about the centre of mass, $\Theta\approx10$ for NaK and $15\,ea_0^2$ for RbCs, it amounts to about 0.1% and 1.3% at $2R_B$, and 0.5% and 5% at $R_B$. Well inside $R_B$, the expansion (17) fails and the rotor Hamiltonian must be diagonalized. Quadrupole and electronic terms must be added to (1) wherever they are not small. RbCs needs particular care: its dipole is small, and its electronic part is already 14% of the rotational part at large $R$.

## Unlike molecules, fields and excited rotors

For two different polar molecules, (20) gives the rotational part with one level on each side:

$$C_6^{\rm rot}=\frac23\frac{\mu_1^2\mu_2^2}{2B_1+2B_2}=\frac{\mu_1^2\mu_2^2}{3(B_1+B_2)}. \tag{31}$$

Equal molecules recover (6). If one partner has no dipole, the rotational part vanishes, while induction by the other dipole and electronic dispersion remain.

Two changes of state remove the basis of the derivation. A static electric field mixes $J=1$ into $J=0$, so $\langle\mathbf n\rangle\ne0$, and (2) then generally gives a first-order energy proportional to $R^{-3}$. For identical molecules, one with $J=0$ and one with $J=1$, the states in which the excitation sits on either molecule are degenerate. By (3), $W$ couples them with strength $t_i/3$ for excitation along axis $i$. The energies are then $\pm\mu^2|t_i|/(3R^3)$ to first order, and $C_6$ no longer describes the leading interaction.

## Values computed for the example and the checks

```
Two rotors, energies in units of B
Sum of squared couplings from J=0,0: 0.666667
Energy of the coupled J=1,1 states: 4.0 B
-E/(B x^2) at x=0.01: 0.166666
Fourth-order coefficient from x=0.1: 0.003331
x= 0.1, R/R_B=2.154: exact/(R^-6 law) = 0.9998
x= 1.0, R/R_B=1.000: exact/(R^-6 law) = 0.9811
x= 5.0, R/R_B=0.585: exact/(R^-6 law) = 0.7652
x=20.0, R/R_B=0.368: exact/(R^-6 law) = 0.3643
NaK: distance 6.709 a0, reduced mass 14.477 u
NaK: B = 4.2091e-07 Eh = 0.09238 cm^-1
NaK: PBE0 dipole = 1.1859 e a0 = 3.014 D
NaK: lowest dipole-allowed excitation 0.0613 Eh
NaK: alpha_el(0) parallel 515.1, perpendicular 274.4, mean 354.6 a0^3
NaK: finite-field parallel alpha 515.1 a0^3
NaK: static rotational alpha mu^2/(3B) = 1.1138e+06 a0^3
NaK: C6rot = 7.8326e+05 Eh a0^6
NaK: C6ind = 9.9743e+02 Eh a0^6
NaK: C6el  = 7.2421e+03 Eh a0^6
NaK: C6 total by quadrature = 7.9150e+05 Eh a0^6
NaK: C6rot/C6el = 108.15, log10 = 2.03
NaK: crossover dipole = 0.3677 e a0 = 0.935 D
NaK: dipole for ratio 100 = 2.956 D
NaK: R_B = 149.5 a0
NaK: Hartree-Fock dipole = 3.562 D, ratio with it = 210.82
RbCs: distance 8.549 a0, reduced mass 52.017 u
RbCs: B = 7.2145e-08 Eh = 0.01583 cm^-1
RbCs: PBE0 dipole = 0.5265 e a0 = 1.338 D
RbCs: lowest dipole-allowed excitation 0.0464 Eh
RbCs: alpha_el(0) parallel 1060.8, perpendicular 619.5, mean 766.6 a0^3
RbCs: static rotational alpha mu^2/(3B) = 1.2808e+06 a0^3
RbCs: C6rot = 1.7754e+05 Eh a0^6
RbCs: C6ind = 4.2504e+02 Eh a0^6
RbCs: C6el  = 2.4709e+04 Eh a0^6
RbCs: C6 total by quadrature = 2.0267e+05 Eh a0^6
RbCs: C6rot/C6el = 7.19, log10 = 0.86
RbCs: crossover dipole = 0.3216 e a0 = 0.817 D
RbCs: dipole for ratio 100 = 2.585 D
RbCs: R_B = 156.6 a0
RbCs: Hartree-Fock dipole = 1.765 D, ratio with it = 21.76
```
